**One-projector PAW dataset for a spherical square well: phase shifts and ghosts**

The program tests the closed formula 1/(L̃+κ) = −1/(Nη) + 1/(κ+γ cot γa) + 1/[Ñ(γ²−q²)] for the logarithmic derivative L̃ at the well radius a. Here η = (E−E2)/t, t = ħ²/2m, κ² = −E2/t and γ² = (E+W)/t; W is the depth of the local potential, q the inner wave number of the pseudo wave, and N and Ñ are the inner norms of the true and pseudo waves. It asserts agreement of the formula with direct integration of the nonlocal radial equation, with D and Q taken from quadrature. It also asserts the energy slopes at E2, the quadratic error coefficient from an explicit pole sum, and the analytic phase shifts (modulo 180°) from the variable-phase equation. Generalized diagonalization in a sine basis checks the bound levels and the ghost threshold. For a = 0.3 nm and V0 = 16 eV, the dataset with W = 0 has one bound s level, and its phase error grows from 2.7° at 1 eV to 38.7° at 20 eV. A ghost level appears above W = 10.02 eV, coincides with E2 at W = V0, and lies below it at W = 20 eV.

## Numerical verification

```python
"""One-projector PAW dataset for the upper s level of a spherical square well.

Result under test (u = r times radial function, L = u'(a)/u(a)):
  1/(L_paw + kappa) = -1/(N eta) + 1/(kappa + ki cot(ki a))
                      + 1/(Nps (ki^2 - q^2))
a, V0: well radius and depth; W: depth of the local pseudopotential in r<a;
t = hbar^2/2m; E2 = -t kappa^2: valence level; eta = (E - E2)/t;
ki^2 = (E + W)/t; K, q: inner wave numbers of the true and pseudo waves;
N, Nps: their norms in r<a when both waves equal 1 at r=a.
The true value is L = KE cot(KE a), KE^2 = (E + V0)/t.
Lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
a, V0 = 0.3, 16.0
k0 = np.sqrt(V0 / t)
assert 1.5 * np.pi < k0 * a < 2.5 * np.pi


# ---------- levels and partial waves ----------
def level_condition(x):
    """Vanishes at a bound level; x = inner wave number times a."""
    return x * np.cos(x) + np.sqrt((k0 * a)**2 - x**2) * np.sin(x)


x_core = brentq(level_condition, np.pi / 2, np.pi, xtol=1e-14)
x_val = brentq(level_condition, 1.5 * np.pi,
               min(2 * np.pi, k0 * a * (1 - 1e-12)), xtol=1e-14)
E1 = t * (x_core / a)**2 - V0
E2 = t * (x_val / a)**2 - V0
K = x_val / a
kappa = np.sqrt(k0**2 - K**2)
q = brentq(lambda x: x * np.cos(x) + kappa * a * np.sin(x),
           np.pi / 2, np.pi, xtol=1e-14) / a


def inner_norm(wave_number):
    return ((a * (wave_number**2 + kappa**2) + kappa)
            / (2 * wave_number**2))


N, Nps = inner_norm(K), inner_norm(q)


def phi(r):
    return np.sin(K * r) / np.sin(K * a)


def phi_ps(r):
    return np.sin(q * r) / np.sin(q * a)


nodes, weights = np.polynomial.legendre.leggauss(260)
r_in = 0.5 * a * (nodes + 1)
w_in = 0.5 * a * weights


def integral(values):
    return np.sum(w_in * values)


def second_derivative(f, r, h=1e-4):
    return (f(r + h) - 2 * f(r) + f(r - h)) / h**2


norm_ps_quad = integral(phi_ps(r_in)**2)
Q = integral(phi(r_in)**2) - norm_ps_quad
kin_true = integral(-t * phi(r_in) * second_derivative(phi, r_in))
kin_ps = integral(-t * phi_ps(r_in) * second_derivative(phi_ps, r_in))


def strength_D(W):
    """Definition: true minus pseudo energy integral in r<a."""
    true_part = kin_true - V0 * integral(phi(r_in)**2)
    return true_part - (kin_ps - W * norm_ps_quad)


def projector(r):
    return phi_ps(r) / norm_ps_quad


assert abs(norm_ps_quad - Nps) < 1e-11
assert abs(Q - (N - Nps)) < 1e-11
for W in (0.0, 14.0):
    assert abs(strength_D(W) - (E2 * N - (t * q**2 - W) * Nps)) < 1e-5
# the projector is proportional to (E2 - T + W) phi_ps
residual = (E2 * phi_ps(r_in) + t * second_derivative(phi_ps, r_in))
shape = residual / integral(residual * phi_ps(r_in))
assert np.max(np.abs(shape - projector(r_in))) < 1e-4


# ---------- logarithmic derivatives ----------
def k_cot(k_squared):
    k = np.sqrt(complex(k_squared))
    return (k * np.cos(k * a) / np.sin(k * a)).real


def L_true(E):
    return k_cot((E + V0) / t)


def R_paw(E, W, overlap=True):
    """1/(L_paw + kappa) from the closed formula."""
    ki2 = (E + W) / t
    valence_norm = N if overlap else Nps
    return (-t / (valence_norm * (E - E2)) + 1 / (kappa + k_cot(ki2))
            + 1 / (Nps * (ki2 - q**2)))


def L_paw(E, W, overlap=True):
    return 1 / R_paw(E, W, overlap) - kappa


def L_paw_integrated(E, W, overlap=True):
    """Direct integration of the nonlocal PAW radial equation."""
    strength = strength_D(W) - (E if overlap else E2) * Q

    def rhs(r, y):
        f, df, g, dg, _, _ = y
        p = projector(r)
        return [df, -(E + W) / t * f, dg, -(E + W) / t * g + p / t,
                p * f, p * g]

    y = solve_ivp(rhs, (0, a), [0, 1, 0, 0, 0, 0], method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    overlap_c = y[4] / (1 - strength * y[5])
    return ((y[1] + strength * overlap_c * y[3])
            / (y[0] + strength * overlap_c * y[2]))


for E in (-9.0, -3.0, 1.0, 5.0, 10.0, 20.0):
    for W in (0.0, 14.0):
        for use_Q in (True, False):
            closed = 1 / (L_paw(E, W, use_Q) + kappa)
            direct = 1 / (L_paw_integrated(E, W, use_Q) + kappa)
            # limited by the finite-difference kinetic energy in D
            assert abs(closed - direct) < 1e-4 * (abs(closed) + 0.01)


# ---------- energy slope and quadratic error at the valence level ----------
def slope(function, h=1e-3):
    return (function(E2 + h) - function(E2 - h)) / (2 * h)


slope_true = slope(L_true)
slope_paw = slope(lambda E: L_paw(E, 0.0))
slope_noQ = slope(lambda E: L_paw(E, 0.0, False))
slope_ghost = slope(lambda E: L_paw(E, 14.0))
slope_equal = slope(lambda E: L_paw(E, V0))
assert abs(slope_true + N / t) < 1e-4 * N / t
assert abs(slope_paw / slope_true - 1) < 1e-4
assert abs(slope_ghost / slope_true - 1) < 1e-4
assert abs(slope_noQ / slope_true - Nps / N) < 1e-3
assert abs(slope_equal / slope_true - 0.5) < 1e-3

j = np.arange(1, 20001)
x_roots = j * np.pi - 0.5
for _ in range(100):
    x_roots = j * np.pi - np.arctan(x_roots / (kappa * a))
q_all = x_roots / a
assert abs(q_all[0] - q) < 1e-9 and abs(q_all[1] - K) < 1e-9
residues = 1 / inner_norm(q_all)
E_test = 5.0
pole_sum = np.sum(residues / (q_all**2 - (E_test + V0) / t))
# the omitted tail of the sum is about 2a/(pi^2 * number of terms)
assert abs(pole_sum - 1 / (L_true(E_test) + kappa)) < 1e-5
paw_sum = (-t / (N * (E_test - E2))
           + np.sum(residues[1:] / (q_all[1:]**2 - E_test / t)))
assert abs(paw_sum - R_paw(E_test, 0.0)) < 1e-5
others = j != 2
C_error = -N**2 * (np.sum(residues[1:] / (q_all[1:]**2 + kappa**2))
                   - np.sum(residues[others]
                            / (q_all[others]**2 - K**2)))
h = 0.01
mean_error = 0.5 * sum(L_paw(E2 + s * h, 0.0) - L_true(E2 + s * h)
                       for s in (-1, 1))
assert abs(mean_error / (h / t)**2 / C_error - 1) < 0.01


# ---------- phase shifts ----------
def wrap(angle):
    return (angle + 90) % 180 - 90


def phase(E, L):
    k = np.sqrt(E / t)
    return wrap(np.degrees(np.arctan2(k, L) - k * a))


def phase_by_variable_phase(E):
    k = np.sqrt(E / t)
    sol = solve_ivp(lambda r, d: V0 / (t * k) * np.sin(k * r + d)**2,
                    (0, a), [0.0], method="DOP853", rtol=1e-10, atol=1e-12)
    return np.degrees(sol.y[0, -1])


energies = (1.0, 2.0, 5.0, 10.0, 20.0)
for E in energies:
    assert abs(wrap(phase(E, L_true(E)) - phase_by_variable_phase(E))) < 1e-5

# ---------- bound spectra in a large box, sine basis ----------
box, size = 15 * a, 600
k_basis = np.arange(1, size + 1) * np.pi / box
basis = np.sqrt(2 / box) * np.sin(np.outer(r_in, k_basis))
inside = basis.T @ (w_in[:, None] * basis)
p_vec = basis.T @ (w_in * projector(r_in))
kinetic = np.diag(t * k_basis**2)
S = np.eye(size) + Q * np.outer(p_vec, p_vec)


def paw_bound(W):
    H = kinetic - W * inside + strength_D(W) * np.outer(p_vec, p_vec)
    values = eigh(H, S, eigvals_only=True, subset_by_index=[0, 5])
    return values[values < 0]


true_values, true_vectors = eigh(kinetic - V0 * inside,
                                 subset_by_index=[0, 3])
assert np.sum(true_values < 0) == 2
assert np.max(np.abs(true_values[:2] - [E1, E2])) < 2e-3
core = true_vectors[:, 0]
core_outside = 1 - core @ inside @ core
kc, kap1 = x_core / a, np.sqrt(-E1 / t)
tail = np.sin(x_core)**2 / (2 * kap1)
body = a / 2 - np.sin(2 * x_core) / (4 * kc)
assert abs(core_outside - tail / (tail + body)) < 1e-4


def bound_mismatch(E, W):
    return R_paw(E, W) * (kappa - np.sqrt(-E / t)) - 1


spectra = {W: paw_bound(W) for W in (0.0, 8.0, 14.0, V0, 20.0)}
for W, values in spectra.items():
    assert np.min(np.abs(values - E2)) < 2e-3
    for E in values:
        if abs(E - E2) > 2e-3:  # a ghost must also solve the closed formula
            assert (bound_mismatch(E - 2e-3, W)
                    * bound_mismatch(E + 2e-3, W)) < 0
assert len(spectra[0.0]) == 1
assert len(spectra[V0]) == 2
assert np.max(np.abs(spectra[V0] - E2)) < 2e-3
assert E2 < spectra[14.0][-1] - 0.01 and spectra[20.0][0] < E2 - 0.01

W_c = brentq(lambda W: R_paw(0.0, W) - 1 / kappa,
             1e-5, t * K**2 * (1 - 1e-9))
assert len(paw_bound(W_c - 1)) == 1 and len(paw_bound(W_c + 1)) == 2

# ---------- printed results ----------
print(f"hbar^2/2m = {t:.6f} eV nm^2")
print(f"well radius a = {a:.3f} nm, depth V0 = {V0:.3f} eV")
print(f"k0*a = {k0*a:.5f} (dimensionless)")
print(f"frozen level E1 = {E1:.5f} eV = {E1*const.e:.5e} J")
print(f"valence level E2 = {E2:.5f} eV = {E2*const.e:.5e} J")
print(f"frozen-level probability outside a = {core_outside:.5f}")
print(f"kappa = {kappa:.5f} 1/nm, K = {K:.5f} 1/nm, q = {q:.5f} 1/nm")
print(f"K*a = {K*a:.5f}, q*a = {q*a:.5f} (dimensionless)")
print(f"inner norms: N = {N:.6f} nm, Nps = {Nps:.6f} nm")
print(f"Q = {Q:.6f} nm, N/Nps = {N/Nps:.5f}")
print(f"D at W=0: {strength_D(0.0):.5f} eV nm")
print("slope dL/dE at E2, in 1/(nm eV):")
print(f"  analytic {slope_true:.5f}, PAW W=0 {slope_paw:.5f}")
print(f"  PAW W=0 without Q {slope_noQ:.5f}")
print(f"  PAW W=14 eV {slope_ghost:.5f}, PAW W=V0 {slope_equal:.5f}")
print(f"quadratic error coefficient C (W=0) = {C_error:.4e} nm^3")
print("L at E2+dE, in 1/nm: dE/eV, analytic, PAW W=0, difference")
for dE in (0.5, 1.0, 2.0):
    Lt, Lp = L_true(E2 + dE), L_paw(E2 + dE, 0.0)
    print(f"  {dE:.1f}  {Lt:.5f}  {Lp:.5f}  {Lp-Lt:.5f}")
print("phase shifts modulo 180 deg: E/eV, analytic/deg, PAW W=0/deg")
for E in energies:
    print(f"  {E:.1f}  {phase(E, L_true(E)):.3f}"
          f"  {phase(E, L_paw(E, 0.0)):.3f}")
print("phase error in deg: E/eV, W=0, W=0 without Q, W=14 eV")
for E in energies:
    ref = phase(E, L_true(E))
    errors = [wrap(phase(E, L_paw(E, W, use_Q)) - ref)
              for W, use_Q in ((0.0, True), (0.0, False), (14.0, True))]
    print(f"  {E:.1f}  " + "  ".join(f"{x:.3f}" for x in errors))
print(f"ghost threshold W_c = {W_c:.4f} eV")
print("PAW bound s levels in eV from diagonalization:")
for W, values in spectra.items():
    print(f"  W = {W:.1f} eV: " + ", ".join(f"{x:.3f}" for x in values))
print("success")
```

Printed output:

```
hbar^2/2m = 0.038100 eV nm^2
well radius a = 0.300 nm, depth V0 = 16.000 eV
k0*a = 6.14780 (dimensionless)
frozen level E1 = -12.93921 eV = -2.07309e-18 J
valence level E2 = -4.29931 eV = -6.88826e-19 J
frozen-level probability outside a = 0.02930
kappa = 10.62278 1/nm, K = 17.52444 1/nm, q = 8.26746 1/nm
K*a = 5.25733, q*a = 2.48024 (dimensionless)
inner norms: N = 0.222411 nm, Nps = 0.475349 nm
Q = -0.252938 nm, N/Nps = 0.46789
D at W=0: -2.19410 eV nm
slope dL/dE at E2, in 1/(nm eV):
  analytic -5.83759, PAW W=0 -5.83759
  PAW W=0 without Q -12.47641
  PAW W=14 eV -5.83759, PAW W=V0 -2.91880
quadratic error coefficient C (W=0) = -5.3290e-04 nm^3
L at E2+dE, in 1/nm: dE/eV, analytic, PAW W=0, difference
  0.5  -13.77681  -13.88310  -0.10628
  1.0  -17.52779  -18.03692  -0.50913
  2.0  -28.06317  -31.43053  -3.36736
phase shifts modulo 180 deg: E/eV, analytic/deg, PAW W=0/deg
  1.0  -87.312  -84.657
  2.0  60.077  64.351
  5.0  7.971  16.509
  10.0  -10.047  -0.269
  20.0  -42.545  -3.835
phase error in deg: E/eV, W=0, W=0 without Q, W=14 eV
  1.0  2.655  10.528  -9.879
  2.0  4.274  14.763  -13.588
  5.0  8.538  20.417  -22.971
  10.0  9.778  11.213  -34.937
  20.0  38.710  44.570  -15.494
ghost threshold W_c = 10.0219 eV
PAW bound s levels in eV from diagonalization:
  W = 0.0 eV: -4.299
  W = 8.0 eV: -4.299
  W = 14.0 eV: -4.299, -2.639
  W = 16.0 eV: -4.299, -4.299
  W = 20.0 eV: -7.814, -4.299
success
```
